# Optical Polarizability of Octamethylcyclotetrasiloxane from Refractive Index and Density

## Problem

Octamethylcyclotetrasiloxane, C₈H₂₄O₄Si₄, is a liquid precursor for low-k organosilicate films. Its molecule is a ring of alternating silicon and oxygen atoms, with two methyl groups on each silicon. Take the refractive index of the liquid as $n=1.396$ at a wavelength of roughly 589 nm, and its density as $\rho=0.956$ g/cm³ at the same temperature.

(a) Find the volume available to each molecule.

(b) Derive the relation between $n$ and the polarizability of one molecule, including the field that the other molecules produce.

(c) Evaluate the polarizability volume in Å³. How far off would the value be if the local field were replaced by the macroscopic field?

(d) How much uncertainty comes from the rounding of the data? What happens if the density belongs to a temperature 5 K higher than the index?

(e) In a liquid, no two molecules have the same surroundings. Does this make the extracted polarizability too large or too small, and by roughly how much?

(f) Estimate the static electronic polarizability from the optical one.

## Solution

### (a) Counting molecules

The molar mass follows from the formula and the atomic masses 12.011 (C), 1.008 (H), 15.999 (O) and 28.085 (Si) g/mol:

$$
M=8(12.011)+24(1.008)+4(15.999)+4(28.085)=296.616\ \text{g/mol}.
$$

One mole therefore fills

$$
V_m=\frac{M}{\rho}=\frac{296.616}{0.956}=310.27\ \text{cm}^3/\text{mol}.
$$

Let $N$ be the number of molecules per unit volume. Dividing $V_m$ by Avogadro's constant $N_A=6.02214\times10^{23}$ mol⁻¹, and using 1 cm³ = $10^{24}$ Å³, gives

$$
\frac1N=\frac{V_m}{N_A}=515.21\ \text{Å}^3 .
$$

The cube root of this volume, about 8 Å, is the typical distance between neighbouring molecules. The wavelength inside the liquid is $589/1.396\approx422$ nm, some five hundred times larger. Over many molecular spacings the light field is thus nearly uniform, and the fields of nearby dipoles may be computed as in electrostatics.

### (b) From one molecule to the refractive index

**The response of a molecule.** A molecule in a field $\mathbf E_{\rm loc}$ acquires the dipole moment

$$
\mathbf p=4\pi\varepsilon_0\alpha'\,\mathbf E_{\rm loc}. \tag{1}
$$

The factor $4\pi\varepsilon_0$ is split off so that $\alpha'$, the polarizability volume, has the dimension of a volume. For a molecule that is not isotropic, $\alpha'$ means the average over orientations. The field $\mathbf E_{\rm loc}$ is produced by everything except the molecule itself.

The dipole moment per unit volume is $\mathbf P=N\mathbf p$. In a transparent, nonmagnetic, isotropic medium the relative permittivity at the frequency of the light is $n^2$. By its definition,

$$
\mathbf P=\varepsilon_0(n^2-1)\mathbf E, \tag{2}
$$

where $\mathbf E$ is the macroscopic field, averaged over a region containing many molecules. We need the difference between $\mathbf E_{\rm loc}$ and $\mathbf E$.

**The distant molecules.** Draw a sphere of radius $a$ around the chosen molecule, large compared with 8 Å and small compared with the wavelength. Molecules outside it are far enough away to be treated as a continuous medium with polarization $\mathbf P$. Removing the material inside, while holding the polarization outside fixed, leaves a cavity with bound charge on its wall.

Put the $z$ axis along $\mathbf P$ and measure $\theta$ from it. The surface charge density is $\mathbf P\cdot\hat{\mathbf n}$, with $\hat{\mathbf n}$ pointing out of the dielectric. At the wall this means into the cavity, so $\hat{\mathbf n}=-\hat{\mathbf r}$ and the density is $-P\cos\theta$. The field at the centre due to a charge at $a\hat{\mathbf r}$ points along $-\hat{\mathbf r}$ if the charge is positive. Its $z$ component therefore carries a second factor $-\cos\theta$. The two minus signs cancel:

$$
E_{\rm wall}=\frac{1}{4\pi\varepsilon_0 a^2}\int_0^\pi
(-P\cos\theta)(-\cos\theta)\,2\pi a^2\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\int_{-1}^{1}u^2\,du=\frac{P}{3\varepsilon_0},
$$

with $u=\cos\theta$. The components perpendicular to $\mathbf P$ cancel by symmetry. The radius has dropped out, so its choice does not matter. The distant material and the external sources together give $\mathbf E+\mathbf P/(3\varepsilon_0)$ at the centre.

**The near molecules.** A dipole $\mathbf p$ at distance $r$ in direction $\hat{\mathbf r}$ contributes

$$
\frac{1}{4\pi\varepsilon_0 r^3}\left[3(\mathbf p\cdot\hat{\mathbf r})\hat{\mathbf r}-\mathbf p\right].
$$

Suppose that all dipoles are equal and that neighbours are found in every direction with equal probability. The average of $\hat r_i\hat r_j$ over directions is zero for $i\ne j$. For $i=j$ it is $1/3$, because the three squares are equivalent and add to one. The first term in the bracket then averages to $3\mathbf p/3=\mathbf p$, which cancels the second. The near molecules contribute nothing on average, and

$$
\mathbf E_{\rm loc}=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}. \tag{3}
$$

This is the Lorentz local field. It is a mean-field result: it assigns the average field to every molecule. Part (e) deals with the departures from that average.

**Eliminating the fields.** Insert (3) into (1) and multiply by $N$:

$$
\mathbf P=4\pi\varepsilon_0N\alpha'\left(\mathbf E+\frac{\mathbf P}{3\varepsilon_0}\right).
$$

Replace $\mathbf P$ by (2) on both sides and divide by $\varepsilon_0\mathbf E$:

$$
n^2-1=4\pi N\alpha'\left(1+\frac{n^2-1}{3}\right)
=\frac{4\pi N\alpha'}{3}\,(n^2+2).
$$

Solving for $\alpha'$ gives the Lorentz-Lorenz relation,

$$
\boxed{\;\alpha'=\frac{3}{4\pi N}\,\frac{n^2-1}{n^2+2}\;} \tag{4}
$$

**Two limits.** In a dilute vapour $n$ is close to 1, so $n^2+2\approx3$ and (4) becomes $\alpha'\approx(n^2-1)/(4\pi N)$. The molecules then respond independently.

For the opposite limit, define $x=4\pi N\alpha'/3$ and solve $n^2-1=x(n^2+2)$ for the index:

$$
n^2=\frac{1+2x}{1-x}. \tag{5}
$$

This diverges as $x\to1$, where each increase of the dipoles produces enough extra local field to sustain itself. Near that point a model of fixed, linear point dipoles cannot be trusted. The liquid considered here has $x\approx0.24$, well away from the divergence.

### (c) The numerical value

The square of the index is $n^2=1.948816$, so

$$
\frac{n^2-1}{n^2+2}=\frac{0.948816}{3.948816}=0.240279 .
$$

With the volume per molecule from part (a),

$$
\alpha'=\frac{3}{4\pi}\,(515.21\ \text{Å}^3)(0.240279)=29.55\ \text{Å}^3\approx29.6\ \text{Å}^3 .
$$

In SI units this is $\alpha=4\pi\varepsilon_0\alpha'=3.288\times10^{-39}$ C m²/V. The same information may be stated per mole as the molar refraction,

$$
R=V_m\frac{n^2-1}{n^2+2}=(310.27)(0.240279)=74.55\ \text{cm}^3/\text{mol},
$$

which equals $4\pi N_A\alpha'/3$ by (4).

If we had set $\mathbf E_{\rm loc}=\mathbf E$, equations (1) and (2) would have given

$$
\alpha'_{\rm no\ local}=\frac{n^2-1}{4\pi N}
=\frac{(0.948816)(515.21)}{4\pi}=38.90\ \text{Å}^3 .
$$

This is 31.6 % above the Lorentz-Lorenz value. The ratio of the two is $(n^2+2)/3=1.316$, which is also $E_{\rm loc}/E$. A molecule in the liquid feels a field stronger than the macroscopic one, so a smaller polarizability suffices to produce the same polarization.

### (d) Errors in the data

Since $N$ is proportional to $\rho$, the logarithm of (4) is

$$
\ln\alpha'=\text{constant}-\ln\rho+\ln(n^2-1)-\ln(n^2+2).
$$

Differentiate, and combine the two terms that contain $n$:

$$
\frac{2n}{n^2-1}-\frac{2n}{n^2+2}
=\frac{2n\left[(n^2+2)-(n^2-1)\right]}{(n^2-1)(n^2+2)}
=\frac{6n}{(n^2-1)(n^2+2)} .
$$

Hence, to first order,

$$
\frac{d\alpha'}{\alpha'}=\frac{6n}{(n^2-1)(n^2+2)}\,dn-\frac{d\rho}{\rho}
=2.2356\,dn-\frac{d\rho}{\rho}. \tag{6}
$$

Both data are given to three decimals, so rounding may have changed either by up to 0.0005 in its own unit. For the index this amounts to $29.55\times2.2356\times0.0005=0.033$ Å³. For the density it is $29.55\times0.0005/0.956=0.015$ Å³. If both act in the same direction, the total is about 0.05 Å³. The input data therefore support three significant figures, with the last one uncertain by about half a unit.

A temperature mismatch matters more. Take a volume expansion coefficient of 0.001 K⁻¹, a rough value for an organic liquid. A density taken at a temperature 5 K too high is then too low by 0.5 %. By (6), with the index unchanged, the extracted $\alpha'$ is too high by 0.5 %, or 0.15 Å³.

If both data are instead taken at the higher temperature, the index also falls. For a molecule whose polarizability does not change with temperature, setting $d\alpha'=0$ in (6) gives

$$
dn=\frac{1}{2.2356}\frac{d\rho}{\rho}=\frac{-0.005}{2.2356}\approx-0.0022 .
$$

This shift is larger than the rounding error of the index, which is why the two measurements must share a temperature.

### (e) Unequal dipoles in a disordered liquid

Equation (3) assumed equal dipoles. In a liquid, one molecule may have neighbours mostly ahead of it and behind it along the field, which strengthen its dipole, while another has them mostly at its sides, which weaken it. The sign of the net effect can be found without simulating the liquid.

Consider $K$ isotropic point molecules at fixed positions. Collect their dipoles, divided by $4\pi\varepsilon_0$, in one vector $q$ with $3K$ components. Let $u$ contain the unit vector along $\mathbf E$ once for each molecule, so that $u^{T}u=K$. Let the symmetric matrix $T$ give the field at each molecule due to the dipoles, apart from the macroscopic field. Equation (1), applied to each molecule separately, reads

$$
q=\alpha'(Eu+Tq)
\quad\Longrightarrow\quad
Aq=Eu,\qquad A=\frac{1}{\alpha'}-T .
$$

The mean dipole along the field is therefore $u^Tq/K=E\,u^TA^{-1}u/K$. We assume that $A$ has positive eigenvalues, meaning that the dipoles are stable against polarizing one another spontaneously. The Cauchy-Schwarz inequality for the vectors $A^{1/2}u$ and $A^{-1/2}u$ then gives

$$
(u^Tu)^2\le(u^TAu)(u^TA^{-1}u)
\quad\Longrightarrow\quad
\frac{u^TA^{-1}u}{K}\ge\frac{K}{u^TAu}.
$$

The quantity $u^TTu/K$ is the mean extra field when all dipoles are equal. By part (b) it is $4\pi N/3$ in an isotropic liquid. Thus $u^TAu/K=1/\alpha'-4\pi N/3$, and

$$
\frac{u^Tq}{KE}\ \ge\ \frac{\alpha'}{1-4\pi N\alpha'/3}. \tag{7}
$$

The right side is the mean-field response that leads to (4). Equality requires $A^{1/2}u$ and $A^{-1/2}u$ to be parallel, which means that all molecules carry the same dipole. Otherwise the fluctuations raise the polarization, and with it the index, above the Lorentz-Lorenz value. Used in reverse, equation (4) then assigns too large a polarizability to the molecule.

The size of the effect needs a model of the liquid structure. We place 216 point molecules with $\alpha'=29.55$ Å³ in a periodically repeated cube, at 515.21 Å³ per molecule, and let them move as hard spheres. The spheres are taken to fill a fraction 0.40 of the volume, a rough choice, which fixes their diameter at

$$
d=\left(\frac{6\times0.40\times515.21}{\pi}\right)^{1/3}\text{Å}=7.33\ \text{Å}.
$$

Monte Carlo moves generate disordered arrangements. For each of five arrangements the linear equations for the dipoles are solved, with the fields of the periodic images included by Ewald summation, and the response is averaged over three perpendicular field directions.

The mean index is 1.3996. The same molecules on a simple cubic lattice, where symmetry makes all dipoles equal, give 1.3960. Inserting the fluid indices into (4) returns a polarizability 0.80 % above the one put in, an excess of 0.24 Å³. The standard deviation among the five arrangements is 0.06 percentage points. Other sets of arrangements, and a cell of 512 molecules, give 0.82 to 0.85 % and indices of 1.3997 to 1.3998, so the bias at this packing is known only as about 0.8 %. The assumed packing matters much more: at a fraction of 0.30 the spheres are smaller, so the point dipoles can come closer together and are also spread less evenly, and the bias rises to about 1.8 %. At a fraction of 0.46 it falls to about 0.5 %, or 0.14 Å³. The van der Waals volume of the molecule, roughly 310 Å³ by an additive estimate, suggests that the real liquid is packed more densely than 0.40, so within this model 0.8 % is more likely too high than too low.

In this model the disorder bias is several times larger than the rounding error, yet small compared with the 31.6 % effect of the local field itself. It should not be subtracted as a precise correction. The real molecule is a ring whose size is comparable with the distance to its neighbours, so its polarizability is spread over many atoms and depends on direction. The model of isotropic points does not determine the effect of either property.

### (f) From optical to static polarizability

The value in part (c) belongs to light of photon energy

$$
\mathcal E=\frac{hc}{\lambda}=2.105\ \text{eV}\qquad(\lambda=589\ \text{nm}).
$$

To estimate the change toward zero frequency, represent the electrons by one undamped oscillator with charge $q_e$, mass $m$ and angular frequency $\omega_0$. Its displacement $s$ in a local field $E_{\rm loc}\cos\omega t$ obeys

$$
m\ddot s+m\omega_0^2s=q_eE_{\rm loc}\cos\omega t .
$$

Insert $s=s_0\cos\omega t$. Since $\ddot s=-\omega^2s$, the amplitude is $s_0=q_eE_{\rm loc}/[m(\omega_0^2-\omega^2)]$. The dipole $q_es_0$ is proportional to $1/(\omega_0^2-\omega^2)$, and so is the polarizability. Writing $\mathcal E_0=\hbar\omega_0$,

$$
\frac{\alpha'(0)}{\alpha'(\mathcal E)}=\frac{\omega_0^2-\omega^2}{\omega_0^2}
=1-\frac{\mathcal E^2}{\mathcal E_0^2}. \tag{8}
$$

The energy $\mathcal E_0$ stands for all electronic transitions together. With the trial value $\mathcal E_0=10$ eV, the ratio is $1-(0.2105)^2=0.956$, so

$$
\alpha'(0)\approx0.956\times29.55\ \text{Å}^3\approx28.2\ \text{Å}^3 .
$$

The reduction of 4.4 % depends on the assumed energy: equation (8) gives 3.1 % for 12 eV and 2.0 % for 15 eV. The data given here do not fix $\mathcal E_0$. Within this model, the index at a second, well-separated wavelength would do so, through the ratio of the two polarizabilities. For energies from 10 to 15 eV the static electronic value is about 28 to 29 Å³. Between 10 and 15 eV the change due to dispersion is 1.3 to 0.6 Å³, which is larger than the data errors of part (d) and the bias of 0.24 Å³ found in part (e). It is not an error in the optical value, but it must be considered when that value is compared with a zero-frequency calculation.

### The liquid and the deposited film

The index and density used here are typical of this liquid near room temperature. The result describes intact molecules at the density of the liquid. Plasma deposition breaks that assumption, because it fragments the precursor and links the pieces into a solid network. The square of the liquid's index is 1.95, whereas dense organosilicate films made from such precursors have low-frequency dielectric constants of roughly 2.7 to 3.0. The film differs in composition, bonding and density, and its low-frequency constant also contains the motion of nuclei and polar groups, which cannot follow visible light. The value 29.6 Å³ is therefore a property of the precursor molecule in its liquid. Predicting the film's dielectric constant requires the film's own structure and its low-frequency response.
